# Tensile strain from grain growth in a constrained film: a program that tests the result

```python
# Result under test: a columnar film held at fixed area, whose grains grow from
# size L0 to L, acquires the tensile in-plane strain
#     strain = a * (1/L0 - 1/L)
# a: excess width of a grain boundary; L: 2 / (boundary length per film area).
# Stress = M * strain, where M = E/(1-nu) is the biaxial modulus.
# Units: nm, GPa, J/m^2 (equal to GPa nm), K, eV, s unless stated otherwise.
import numpy as np
from scipy.constants import k as k_B, e as charge
from scipy.optimize import minimize_scalar
from scipy.spatial import Voronoi, cKDTree

a, L0, L = 0.1, 20.0, 100.0
strain = a * (1 / L0 - 1 / L)
strain_finite = (1 - a / L) / (1 - a / L0) - 1
assert abs(strain - 0.004) < 1e-12

# --- Random grain map: polygon edges against a walk along straight lines ---
rng = np.random.default_rng(7)
seeds = rng.random((2000, 2))
tiles = np.vstack([seeds + [i, j] for i in (-1, 0, 1) for j in (-1, 0, 1)])
vor = Voronoi(tiles)
ridges = np.array([r for r in vor.ridge_vertices if -1 not in r])
p, q = vor.vertices[ridges[:, 0]], vor.vertices[ridges[:, 1]]
middle = (p + q) / 2
inside = np.all((middle >= 0) & (middle < 1), axis=1)
boundary_length = np.linalg.norm(p - q, axis=1)[inside].sum()
map_size = 2 / boundary_length            # the map has unit area

n_lines, n_points = 300, 4000
x = (np.arange(n_points) + 0.5) / n_points
y = (np.arange(n_lines) + 0.5) / n_lines
X, Y = np.meshgrid(x, y)
tree = cKDTree(seeds, boxsize=1.0)
owner = tree.query(np.column_stack([X.ravel(), Y.ravel()]))[1]
owner = owner.reshape(n_lines, n_points)
neighbour = np.roll(owner, -1, axis=1)
crossed = owner != neighbour
jump = seeds[neighbour[crossed]] - seeds[owner[crossed]]
jump -= np.round(jump)                    # nearest periodic image
normal_x = np.abs(jump[:, 0]) / np.linalg.norm(jump, axis=1)
line_contraction = normal_x.sum() / n_lines   # per unit excess width
mean_intercept = n_lines / crossed.sum()
ratio_contraction = line_contraction * map_size
ratio_intercept = mean_intercept / map_size
assert abs(ratio_contraction - 1) < 0.03      # finite random sample
assert abs(ratio_intercept / (np.pi / 4) - 1) < 0.03

# --- Clamped chain of unequal grains, merged in groups of five ---
old_grains = rng.uniform(10, 30, 500)
old_grains *= L0 / old_grains.mean()
length = old_grains.sum()
crystals = (old_grains - a).reshape(100, 5).sum(axis=1)
stretch = length - 100 * a - crystals.sum()
stiffness = 1 / crystals
K = np.diag(stiffness[:-1] + stiffness[1:])
K -= np.diag(stiffness[1:-1], 1) + np.diag(stiffness[1:-1], -1)
load = np.zeros(99)
load[-1] = stiffness[-1] * stretch
displacement = np.r_[0, np.linalg.solve(K, load), stretch]
chain_strain = np.diff(displacement) / crystals
assert np.all(chain_strain > 0)
assert np.allclose(chain_strain, strain_finite, rtol=1e-7)
assert abs(chain_strain.mean() / strain - 1) < 0.01   # small-strain error

# --- Biaxial modulus by minimising energy over the normal strain ---
def biaxial_modulus(c11, c12, c13, c33):
    C = np.array([[c11, c12, c13], [c12, c11, c13], [c13, c13, c33]])
    def energy(normal_strain):
        e = np.array([1.0, 1.0, normal_strain])
        return 0.5 * e @ C @ e
    return minimize_scalar(energy).fun

E, nu = 115.0, 0.32                        # rough titanium values
M = E / (1 - nu)
common = E / ((1 + nu) * (1 - 2 * nu))
c_long, c_cross = common * (1 - nu), common * nu
assert abs(biaxial_modulus(c_long, c_cross, c_cross, c_long) / M - 1) < 1e-7
c11, c12, c13, c33 = 160.0, 90.0, 66.0, 180.0   # rough titanium values
M_basal = biaxial_modulus(c11, c12, c13, c33)
assert abs(M_basal / (c11 + c12 - 2 * c13**2 / c33) - 1) < 1e-7
stress = M * strain

# --- Can strain energy stop grain growth? ---
gamma = 0.8                               # rough boundary energy, J/m^2
def total_energy(size, width):
    return 2 * gamma / size + M * width**2 * (1 / L0 - 1 / size)**2

wide = 0.5                                # large enough to produce a stop
stop_formula = 1 / (1 / L0 - gamma / (M * wide**2))
stop_numeric = minimize_scalar(lambda s: total_energy(s, wide),
                               bounds=(L0, 200), method="bounded",
                               options={"xatol": 1e-8}).x
assert abs(stop_numeric / stop_formula - 1) < 1e-4
width_needed = np.sqrt(gamma * L0 / M)
sizes = np.linspace(L0, 5000, 20000)
assert np.all(np.diff(total_energy(sizes, a)) < 0)
assert np.any(np.diff(total_energy(sizes, 1.1 * width_needed)) > 0)
boundary_release = 2 * gamma * (1 / L0 - 1 / L) * 1000    # MJ/m^3
elastic_cost = M * strain**2 * 1000                       # MJ/m^3

# --- Boundary diffusion: uniform insertion, free top, closed bottom ---
n = 400
A = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
A[0, 0], A[-1, -1] = 3, 1
profile = np.linalg.solve(A, np.full(n, 1 / n**2))
diffusion_factor = profile.mean()
assert abs(diffusion_factor - 1 / 3) < 1e-5
T, h, hold = 700.0, 100.0, 3600.0
omega, delta, D0 = 0.0177, 0.5, 1e-5       # nm^3, nm, m^2/s; rough
def relaxation_time(D):
    top = k_B * T * (L * 1e-9) * (h * 1e-9)**2
    return top / (3 * M * 1e9 * delta * 1e-9 * D * omega * 1e-27)

D_threshold = relaxation_time(1.0) / hold
diffusion = []
for Q in (1.8, 2.0):                      # rough activation energies, eV
    D = D0 * np.exp(-Q * charge / (k_B * T))
    tau = relaxation_time(D)
    diffusion.append((Q, D, tau / 3600, 100 * (1 - np.exp(-hold / tau))))

# --- Substrate compliance from force and moment balance ---
M_sub, h_sub = 180.0, 500000.0             # rough wafer values
film = M * h
# Unknowns: midplane strain and half the strain difference across the wafer.
balance = np.array([[film + M_sub * h_sub, film],
                    [film, film + M_sub * h_sub / 3]])
wafer = np.linalg.solve(balance, [-film * strain, -film * strain])
compliance_loss = -wafer.sum() / strain
assert abs(compliance_loss / (4 * film / (M_sub * h_sub)) - 1) < 0.01

# --- Other limits for the example ---
flow_stress = 0.6                          # rough film value, GPa
alpha_film, alpha_sub, T_room = 8.5e-6, 3.0e-6, 300.0
thermal_strain = (alpha_film - alpha_sub) * (T - T_room)
small_width = 0.03

print(f"Excess width: {a:.2f} nm")
print(f"Initial and final grain size: {L0:.0f}, {L:.0f} nm")
print(f"Initial and final inverse size: {1/L0:.3f}, {1/L:.3f} 1/nm")
print(f"Constrained tensile strain: {100*strain:.3f} %")
print(f"Strain without small-strain step: {100*strain_finite:.3f} %")
print(f"Clamped-chain mean strain: {100*chain_strain.mean():.3f} %")
print(f"Strain limit for very large grains: {100*a/L0:.3f} %")
print(f"Strain if sizes are intercepts: {100*np.pi/4*strain:.3f} %")
print(f"Grain map, contraction/formula: {ratio_contraction:.3f}")
print(f"Grain map, intercept/size: {ratio_intercept:.3f}")
print(f"Isotropic intercept/size: {np.pi/4:.3f}")
print(f"Smaller excess width: {small_width:.2f} nm")
print(f"Strain for smaller width: {100*strain*small_width/a:.3f} %")
print(f"Ti Young modulus (rough): {E:.0f} GPa")
print(f"Ti Poisson ratio (rough): {nu:.2f}")
print(f"Biaxial modulus: {M:.1f} GPa")
print(f"Unrelaxed film stress: {stress:.3f} GPa")
print(f"Ti c11,c12,c13,c33 (rough): {c11:.0f},{c12:.0f},{c13:.0f},{c33:.0f} GPa")
print(f"Basal-texture biaxial modulus: {M_basal:.1f} GPa")
print(f"Basal-texture stress: {M_basal*strain:.3f} GPa")
print(f"Flow stress (rough): {flow_stress:.2f} GPa")
print(f"Elastic strain at flow stress: {100*flow_stress/M:.3f} %")
print(f"Boundary energy (rough): {gamma:.2f} J/m^2")
print(f"Boundary energy released: {boundary_release:.1f} MJ/m^3")
print(f"Elastic energy stored: {elastic_cost:.2f} MJ/m^3")
print(f"Excess width needed for a stop: {width_needed:.3f} nm")
print(f"Test width and stopping size: {wide:.2f}, {stop_numeric:.1f} nm")
print(f"Anneal and room temperature: {T:.0f}, {T_room:.0f} K")
print(f"Film expansion (rough): {alpha_film*1e6:.1f} 1e-6/K")
print(f"Wafer expansion (rough): {alpha_sub*1e6:.1f} 1e-6/K")
print(f"Added tensile strain on cooling: {100*thermal_strain:.3f} %")
print(f"Growth plus cooling strain: {100*(strain+thermal_strain):.3f} %")
print(f"Growth plus cooling stress: {M*(strain+thermal_strain):.3f} GPa")
print(f"Film thickness: {h:.0f} nm")
print(f"Wafer thickness: {h_sub/1e6:.2f} mm")
print(f"Wafer biaxial modulus (rough): {M_sub:.0f} GPa")
print(f"Strain lost to wafer compliance: {100*compliance_loss:.3f} %")
print(f"Atomic volume (rough): {omega:.4f} nm^3")
print(f"Boundary diffusion width (rough): {delta:.2f} nm")
print(f"Diffusion prefactor (rough): {D0:.1e} m^2/s")
print(f"Diffusion mean-stress factor: {diffusion_factor:.5f}")
print(f"Anneal time: {hold/3600:.1f} h")
print(f"Diffusivity for 1 h relaxation time: {D_threshold:.2e} m^2/s")
for Q, D, hours, loss in diffusion:
    print(f"Activation energy (rough): {Q:.1f} eV")
    print(f"  Boundary diffusivity: {D:.2e} m^2/s")
    print(f"  Relaxation time: {hours:.2f} h")
    print(f"  Stress relaxed in anneal: {loss:.1f} %")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Excess width: 0.10 nm
Initial and final grain size: 20, 100 nm
Initial and final inverse size: 0.050, 0.010 1/nm
Constrained tensile strain: 0.400 %
Strain without small-strain step: 0.402 %
Clamped-chain mean strain: 0.402 %
Strain limit for very large grains: 0.500 %
Strain if sizes are intercepts: 0.314 %
Grain map, contraction/formula: 1.007
Grain map, intercept/size: 0.785
Isotropic intercept/size: 0.785
Smaller excess width: 0.03 nm
Strain for smaller width: 0.120 %
Ti Young modulus (rough): 115 GPa
Ti Poisson ratio (rough): 0.32
Biaxial modulus: 169.1 GPa
Unrelaxed film stress: 0.676 GPa
Ti c11,c12,c13,c33 (rough): 160,90,66,180 GPa
Basal-texture biaxial modulus: 201.6 GPa
Basal-texture stress: 0.806 GPa
Flow stress (rough): 0.60 GPa
Elastic strain at flow stress: 0.355 %
Boundary energy (rough): 0.80 J/m^2
Boundary energy released: 64.0 MJ/m^3
Elastic energy stored: 2.71 MJ/m^3
Excess width needed for a stop: 0.308 nm
Test width and stopping size: 0.50, 32.2 nm
Anneal and room temperature: 700, 300 K
Film expansion (rough): 8.5 1e-6/K
Wafer expansion (rough): 3.0 1e-6/K
Added tensile strain on cooling: 0.220 %
Growth plus cooling strain: 0.620 %
Growth plus cooling stress: 1.049 GPa
Film thickness: 100 nm
Wafer thickness: 0.50 mm
Wafer biaxial modulus (rough): 180 GPa
Strain lost to wafer compliance: 0.075 %
Atomic volume (rough): 0.0177 nm^3
Boundary diffusion width (rough): 0.50 nm
Diffusion prefactor (rough): 1.0e-05 m^2/s
Diffusion mean-stress factor: 0.33333
Anneal time: 1.0 h
Diffusivity for 1 h relaxation time: 5.98e-19 m^2/s
Activation energy (rough): 1.8 eV
  Boundary diffusivity: 1.10e-18 m^2/s
  Relaxation time: 0.54 h
  Stress relaxed in anneal: 84.1 %
Activation energy (rough): 2.0 eV
  Boundary diffusivity: 3.99e-20 m^2/s
  Relaxation time: 15.00 h
  Stress relaxed in anneal: 6.5 %
ALL CHECKS PASSED
```
